\section*{The ADC(3) self-energy: derivation, pole structure and a formaldehyde test, part 2}

The algebraic diagrammatic construction (ADC) approximates the self-energy $\Sigma=\Sigma(\infty)+M(\omega)$ of an $N$-electron molecule, in atomic units ($E_h$ is the hartree). Real Hartree--Fock spin orbitals have energies $\varepsilon_p$ and occupations $n_p$; $i,j,k,l$ are occupied, $a,b$ virtual, $p,q,r,s$ either. Integrals $\langle pq||rs\rangle$ are antisymmetrized; $\dagger$ on a matrix means transposition.

$H=H_0+\lambda W$, with $\lambda=1$ for the molecule, $H_0=\sum_p\varepsilon_pc_p^\dagger c_p$ and $W=\tfrac14\sum\langle pq||rs\rangle\{p^\dagger q^\dagger sr\}$ in normal order ($p$ stands for $c_p$). The ground state $\Psi_0=\Phi+\lambda\Psi_1+\cdots$ has energy $E_0$; $\Phi$ is the Hartree--Fock determinant. $M^{(n)}$ and $\Sigma^{(n)}$ are coefficients of $\lambda^n$ at fixed $\omega$.

With $G^{-1}=\omega-\varepsilon-\Sigma$, $G^0_{pq}=\delta_{pq}/(\omega-\varepsilon_p)$, $R_p=[c_p,W]$, $\tilde\Sigma=S+T$, $\Sigma(\infty)=S$ and
\begin{equation}
\langle\langle A;B\rangle\rangle=\langle\Psi_0|A\,(\omega-H+E_0)^{-1}B|\Psi_0\rangle+\langle\Psi_0|B\,(\omega+H-E_0)^{-1}A|\Psi_0\rangle ,
\label{prop}
\end{equation}
\begin{equation}
G=G^0+G^0(S+T)G^0,\qquad S_{pq}=\lambda\langle[R_p,c_q^\dagger]_+\rangle,\qquad T_{pq}=\lambda^2\langle\langle R_p;R_q^\dagger\rangle\rangle .
\label{eom}
\end{equation}
\begin{equation}
S_{pq}=\lambda\sum_{rs}\langle pr||qs\rangle\,\big(\langle r^\dagger s\rangle-n_r\delta_{rs}\big).
\label{S}
\end{equation}
\begin{equation}
\Sigma=\tilde\Sigma-\tilde\Sigma G^0\tilde\Sigma+\tilde\Sigma G^0\tilde\Sigma G^0\tilde\Sigma-\cdots=S+T+O(\lambda^4).
\label{red}
\end{equation}

Configurations $J$ (p particle, h hole) are $|abk\rangle=a^\dagger b^\dagger k\Phi$, $a<b$, and $|ija\rangle=a^\dagger ji\Phi$, $i<j$, with $K_{abk}=\varepsilon_a+\varepsilon_b-\varepsilon_k$, $K_{ija}=\varepsilon_i+\varepsilon_j-\varepsilon_a$, $g=(\omega-K)^{-1}$:
\begin{align}
\text{2p1h:}\quad&U^{(1)}_{Jq}=\langle J|R_q^\dagger|\Phi\rangle,\quad U^{(2)}_{Jq}=\langle J|R_q^\dagger|\Psi_1\rangle,\quad C^{(1)}_{JJ'}=+\langle J|W|J'\rangle,\nonumber\\
\text{2h1p:}\quad&U^{(1)}_{Jq}=\langle J|R_q|\Phi\rangle,\quad U^{(2)}_{Jq}=\langle J|R_q|\Psi_1\rangle,\quad C^{(1)}_{JJ'}=-\langle J|W|J'\rangle,
\label{defs}
\end{align}
\begin{align}
M^{(2)}&=U^{(1)\dagger}gU^{(1)},\label{M2}\\
M^{(3)}&=U^{(2)\dagger}gU^{(1)}+U^{(1)\dagger}gU^{(2)}+U^{(1)\dagger}g\,C^{(1)}g\,U^{(1)}.\label{M3}
\end{align}
For 2h1p, $U^{(1)}_{ija,q}=\langle ij||qa\rangle$ and
\begin{align}
C^{(1)}_{ija,klb}={}&-\delta_{ab}\langle ij||kl\rangle+\delta_{ik}\langle jb||la\rangle+\delta_{jl}\langle ib||ka\rangle\nonumber\\&-\delta_{il}\langle jb||ka\rangle-\delta_{jk}\langle ib||la\rangle .
\label{Ch}
\end{align}

Exactly, $G$ is the upper left block of $(\omega-OEO^\dagger)^{-1}$, with $O$ orthogonal (rows $X$, $Y$) and $E$ diagonal, holding $E_n^{N+1}-E_0$ and $E_0-E_m^{N-1}$:
\begin{equation}
OEO^\dagger=\begin{pmatrix}A&U^\dagger\\U&D\end{pmatrix},\qquad A=XEX^\dagger,\quad U=YEX^\dagger,\quad D=YEY^\dagger .
\label{big}
\end{equation}
\begin{equation}
M(\omega)=U^\dagger(\omega-D)^{-1}U=\sum_\mu\frac{m_\mu m_\mu^\dagger}{\omega-\Omega_\mu},
\label{exact}
\end{equation}
where $D$ has eigenvalues $\Omega_\mu$ and eigenvectors $y_\mu$, and $m_\mu=U^\dagger y_\mu$. Hence $\mathrm{Im}\,M_{pp}\le0$ for $\mathrm{Im}\,\omega>0$. ADC(3) takes
\begin{equation}
M^{\rm ADC(3)}=U^\dagger(\omega-K-C)^{-1}U,\qquad U=\lambda U^{(1)}+\lambda^2U^{(2)},\quad C=\lambda C^{(1)},
\label{adc3}
\end{equation}
with $A=\varepsilon+\lambda^3S^{(3)}$ and $D=K+C$ in (\ref{big}); ADC(2) keeps only $K$ and $U^{(1)}$. Pole strength is the squared norm of the eigenvector's upper part. For $Z^\dagger=-Z$, the matching leaves the freedom
\begin{equation}
C^{(1)}\to C^{(1)}+[K,Z],\qquad U^{(2)}\to U^{(2)}-ZU^{(1)}.
\label{gauge}
\end{equation}

\section*{(f) Double poles and shifted poles}

\emph{Let $d$ be the set of configurations with $K_J=K_d$, and assume that $K_d$ coincides with no $\varepsilon_p$ and no level of another class. Find the Laurent coefficients of $M^{(3)}$ at $K_d$, interpret them, and determine the strongest singularity of the exact $\Sigma^{(n)}$ at every order. What goes wrong if the series is truncated?}

\subsection*{Solution}

Let $U_d$ be the rows of $U^{(1)}$ in $d$, and $C_{dd}$ the block of $C^{(1)}$. The last term of (\ref{M3}) is $\sum_{JJ'}U^{(1)}_{Jp}C^{(1)}_{JJ'}U^{(1)}_{J'q}/[(\omega-K_J)(\omega-K_{J'})]$. For $K_J\neq K_{J'}$,
\begin{equation}
\frac1{(\omega-K_J)(\omega-K_{J'})}=\frac1{K_J-K_{J'}}\Big[\frac1{\omega-K_J}-\frac1{\omega-K_{J'}}\Big],
\end{equation}
a pair of simple poles. The statement that $gCg$ consists of double poles is therefore true only for elements of $C^{(1)}$ inside a degenerate block. For a diagonal element, with $u_J=U^{(1)}_{Jp}$ and $x=\omega-K_d$,
\begin{equation}
M^{(3)}_{pp}=\frac{D_2}{x^2}+\frac{r_3}{x}+\text{regular},\qquad D_2=u_d^\dagger C_{dd}u_d,
\end{equation}
\begin{equation}
r_3=2\sum_{J\in d}u_JU^{(2)}_{Jp}+2\sum_{J\in d,\,J'\notin d}\frac{u_JC^{(1)}_{JJ'}u_{J'}}{K_d-K_{J'}} .
\label{r3}
\end{equation}
The transformation (\ref{gauge}) moves weight between the two sums and leaves $D_2$ alone.

Diagonalize $C_{dd}e_\alpha=c_\alpha e_\alpha$ and set $w_\alpha=(e_\alpha^\dagger u_d)^2\ge0$. Within the block, (\ref{adc3}) at lowest order in $U$ gives
\begin{equation}
\sum_\alpha\frac{\lambda^2w_\alpha}{x-\lambda c_\alpha}=\sum_{n\ge2}\lambda^n\frac{\sum_\alpha w_\alpha c_\alpha^{\,n-2}}{x^{\,n-1}},\qquad|\lambda c_\alpha|<|x|,
\label{geo}
\end{equation}
and its $n=3$ term is $D_2/x^2$. A double pole is the first Taylor term of a simple pole whose position depends on $\lambda$, since $\partial_\Omega(\omega-\Omega)^{-1}=(\omega-\Omega)^{-2}$. For a nondegenerate configuration the shift is the ratio of the third-order double-pole coefficient to the second-order residue. For a degenerate block the third order fixes only the combination $U_d^\dagger C_{dd}U_d$, so the elements of $C_{dd}$ that involve directions in $d$ coupled to no orbital are left open by matching alone. The choice (\ref{defs}) settles them correctly, as the following argument shows.

Take $d$ in the 2h1p space; the 2p1h case is the same with the opposite sign. The eigenvalues and eigenvectors of the symmetric matrix $H_0+\lambda W$ can be chosen analytic in $\lambda$ near zero (Rellich's theorem). Degenerate perturbation theory gives the $(N-1)$-electron energies that emerge from $d$ as $E_0-E_\alpha^{N-1}=K_d+\lambda c_\alpha+O(\lambda^2)$, because $C_{dd}$ is minus the block of $W$, with limiting eigenvectors $e_\alpha$. Near $K_d$, therefore, $T_{pp}=\lambda^2\sum_\alpha\varrho_\alpha(\lambda)/(x-\delta_\alpha(\lambda))+$ regular, with $\varrho_\alpha(0)=w_\alpha$ and $\delta_\alpha=\lambda c_\alpha+O(\lambda^2)$. In $\sum_k\varrho_\alpha\delta_\alpha^k/x^{k+1}$ each power of $1/x$ beyond the first costs at least one power of $\lambda$, so order $n$ of $T$ has a pole of order at most $n-1$, with coefficient $w_\alpha c_\alpha^{n-2}$. The same bound on the pole order holds for off-diagonal elements. A product $\tilde\Sigma G^0\tilde\Sigma$ in (\ref{red}) of orders $n_1+n_2=n$ has a pole of order at most $(n_1-1)+(n_2-1)=n-2$, since $G^0$ is regular at $K_d$, and longer products are weaker still. Hence
\begin{equation}
\Sigma^{(n)}_{pp}=\frac{\sum_\alpha w_\alpha c_\alpha^{\,n-2}}{(\omega-K_d)^{n-1}}+O\big(x^{-(n-2)}\big),
\label{lead}
\end{equation}
which is the coefficient in (\ref{geo}). In the expansion of (\ref{adc3}) the only term of order $n$ with $n-1$ factors $1/x$ is $U_d^\dagger C_{dd}^{\,n-2}U_d/x^{n-1}$, so ADC(3) contains the strongest singularity of every order. The poles $\Omega_\alpha$ of $\Sigma$ itself are eigenvalues of $D$ in (\ref{big}). They differ from the eigenvalues $E$ of the full matrix by $O(U^2)=O(\lambda^2)$, since the block $A$ is separated from $K_d$ by a gap, so $d\Omega_\alpha/d\lambda=c_\alpha$ at $\lambda=0$. The $\lambda^2$ shift needs second-order terms of $C$ and the coupling to 3h2p states, which (\ref{adc3}) lacks. ADC(3) places satellite poles correctly through first order only.

Truncation fails in two ways. In the block model (\ref{geo}) the series diverges for $|x|\le|\lambda c_\alpha|$ whenever $w_\alpha\neq0$, a disc whose edge passes through the shifted pole $x=\lambda c_\alpha$. The sign of the spectral weight is also lost. Let $r_2=\sum_\alpha w_\alpha$, $D_2>0$, $\lambda=1$ and $x=-\eta+i\eta$. Then $x^2=-2i\eta^2$ and $1/x=-(1+i)/2\eta$, so
\begin{equation}
\mathrm{Im}\big(M^{(2)}+M^{(3)}\big)_{pp}=\frac{D_2}{2\eta^2}-\frac{r_2+r_3}{2\eta}+O(\eta),
\label{im}
\end{equation}
which is positive for small $\eta$, contrary to (\ref{exact}). For $D_2<0$ the same happens at $x=+\eta+i\eta$.

The numerical check builds $H$ in Fock space and obtains $\Sigma^{(n)}$ by recursion and the exact $\Sigma$ by diagonalization. On a random model with four occupied and four virtual spin orbitals it tests (\ref{eom}), (\ref{S}), the pole form (\ref{exact}), every matrix element of part (c), orders one to three of $\Sigma$ and the invariance (\ref{gauge}). The error of ADC(3) there scales as $\lambda^{4.04}$ with $C$ and $\lambda^{3.04}$ without it.

\section*{(g) Formaldehyde: the $n^{-1}\pi^{-1}\pi^*$ block}

\emph{Take H$_2$CO at the round geometry $r_{\rm CO}=1.21$~\AA, $r_{\rm CH}=1.10$~\AA, $\angle{\rm HCH}=116^\circ$, in RHF/STO-3G ($E=-112.354145\,E_h$), and correlate six electrons in the three highest occupied and three lowest virtual orbitals, with energies $-0.54611$ ($a_1$), $-0.44656$ ($b_1$, $\pi$), $-0.35411$ ($b_2$, $n$), $0.28481$ ($b_1$, $\pi^*$), $0.62768$ ($a_1$) and $0.74174$ ($b_2$) $E_h$. Full CI in this space ($E=-112.415982\,E_h$) is the exact reference. For $p=n\alpha$, analyse the block with holes in $\pi$ and $n$ and a particle in $\pi^*$, and compare ADC(3) with the exact result.}

\subsection*{Solution}

All comparisons are with the exact solution of this small model Hamiltonian, which is no prediction of the measured spectrum. The numbers are far from converged in basis and active space. With the same six-in-six space the full-CI ionization energy of $9.08$ eV found below moves to $11.64$ eV in 6-31G and $11.48$ eV in cc-pVDZ, and correlating all twelve valence electrons in STO-3G gives $7.89$ eV. In cc-pVDZ the Koopmans, ADC(2) and ADC(3) errors relative to full CI are $+0.39$, $-0.33$ and $-0.09$ eV, and the two satellite poles lie at $-20.4$ and $-26.4$ eV in ADC(3) against $-20.8$ and $-23.3$ eV exactly. The signs and the ordering of these errors carry over; the digits do not. Removing or adding an $\alpha$ electron reaches 36 2h1p and 36 2p1h configurations. The level is $K_d=-0.44656-0.35411-0.28481=-1.0855\,E_h$ ($-29.54$ eV), and it holds three determinants $(i,j,a)$: $1=(\pi\alpha,n\alpha,\pi^*\alpha)$, $2=(\pi\alpha,n\beta,\pi^*\beta)$, $3=(\pi\beta,n\alpha,\pi^*\beta)$.

Spin integration of $U^{(1)}=\langle ij||n\alpha\,a\rangle$ leaves the direct integral for 2, minus the exchanged integral for 3, and both for 1, so $u_1=u_2+u_3$. The values, whose overall sign depends on orbital phases, are $u=(0.10811,-0.01524,0.12336)\,E_h$, and $r_2=0.011688+0.000232+0.015218=0.027138\,E_h^2$.

Let $\mathcal J$ and $\mathcal K$ be Coulomb and exchange integrals over spatial orbitals, and put $\kappa_1=\mathcal K_{n\pi}$, $\kappa_2=\mathcal K_{n\pi^*}$, $\kappa_3=\mathcal K_{\pi\pi^*}$. In (\ref{Ch}) the diagonal elements contain exchange only for equal spins. Off the diagonal, $C_{12}=\langle n\alpha\,\pi^*\beta||n\beta\,\pi^*\alpha\rangle=-\kappa_2$, likewise $C_{13}=-\kappa_3$, and $C_{23}=-\langle\pi\alpha\,n\beta||\pi\beta\,n\alpha\rangle=+\kappa_1$. With $c_Q=-\mathcal J_{n\pi}+\kappa_1+\mathcal J_{n\pi^*}+\mathcal J_{\pi\pi^*}=-0.51907+0.01899+0.50711+0.57800=0.58503\,E_h$,
\begin{equation}
C_{dd}=c_Q\mathbf 1-L,\qquad L=\begin{pmatrix}\kappa_2+\kappa_3&\kappa_2&\kappa_3\\\kappa_2&\kappa_1+\kappa_2&-\kappa_1\\\kappa_3&-\kappa_1&\kappa_1+\kappa_3\end{pmatrix},
\end{equation}
\begin{equation}
C_{dd}=\begin{pmatrix}0.36317&-0.01879&-0.20308\\-0.01879&0.54725&0.01899\\-0.20308&0.01899&0.36296\end{pmatrix}E_h .
\end{equation}
The vector $(1,-1,-1)$ is annihilated by $L$, so $c_Q$ is an eigenvalue, and it is orthogonal to $u$ because $u_1=u_2+u_3$. This is the quartet, which has no weight since $R_p$ acting on a singlet produces a doublet. For the other two eigenvalues $\mu$ of $L$, the trace is $2\sigma$ with $\sigma=\kappa_1+\kappa_2+\kappa_3=0.24086$, and each principal $2\times2$ minor equals $e_2=\kappa_1\kappa_2+\kappa_2\kappa_3+\kappa_3\kappa_1=0.008029$. So $\mu^2-2\sigma\mu+3e_2=0$, $\mu=0.24086\pm0.18419$, and $c=0.1600$ and $0.5284\,E_h$. The weights are $w=2.6793\times10^{-2}$ and $3.4566\times10^{-4}\,E_h^2$.

The coefficients (\ref{lead}) follow, in powers of $E_h$:
\begin{align*}
n=3:&\quad 0.026793(0.15999)+0.00034566(0.52836)=4.469\times10^{-3},\\
n=4:&\quad 6.858\times10^{-4}+0.965\times10^{-4}=7.823\times10^{-4},\\
n=5:&\quad 1.097\times10^{-4}+0.510\times10^{-4}=1.607\times10^{-4}.
\end{align*}
The program tests these, and $r_2$, against contour integrals of the exact series on a circle of radius $0.037\,E_h$ around $K_d$, inside the distance $0.092\,E_h$ to the next level of $H_0$, and tests that the coefficient of $x^{-n}$ vanishes at each of these orders. With $U^{(2)}=(-0.01937,-0.00208,-0.01730)\,E_h$ the first sum in (\ref{r3}) is $2(-0.002094+0.000032-0.002134)=-0.00839$, the second is $-0.00568$, and $r_3=-0.01407\,E_h^2$, also tested by contour. Exact diagonalization at $\lambda=\pm10^{-3}$ gives slopes $0.15999$, $0.52836$ and $0.58503\,E_h$ for the three eigenvalues of $D$ near $K_d$, equal to the $c_\alpha$; the third is the quartet, which has zero residue and is not a pole of $\Sigma$.

At $\lambda=1$ the two highest hole-side poles of $M_{nn}$ are as follows (positions in $E_h$, residues in $E_h^2$ in parentheses).
\begin{center}
\begin{tabular}{lcc}
 & upper & lower\\
$K_d+c_\alpha$ $(w_\alpha)$ & $-0.557$ $(3.5\times10^{-4})$ & $-0.926$ $(2.7\times10^{-2})$\\
ADC(3) & $-0.557$ $(4.6\times10^{-4})$ & $-0.915$ $(1.5\times10^{-2})$\\
exact & $-0.610$ $(4.5\times10^{-4})$ & $-0.824$ $(0.84\times10^{-2})$
\end{tabular}
\end{center}
The exact poles are paired with the doublets by their order and the size of their residues; they were not followed continuously in $\lambda$. In electronvolts ADC(3) gives $-15.2$ and $-24.9$, the exact values are $-16.6$ and $-22.4$. The unshifted level lies $0.476$ and $0.262\,E_h$ below the exact poles, whereas ADC(3) lies $0.052\,E_h$ above the upper one and $0.091\,E_h$ below the lower one. The exact splitting, $0.21\,E_h$, is smaller than the ADC(3) value of $0.36\,E_h$, and the lower residue is overestimated by a factor of $1.75$. Errors beyond first order in the positions are expected from part (f); their size shows that they are substantial here.

Near $K_d$ the truncated series fails as derived. At $x=0.02\,E_h$ the ratios $c_\alpha/x$ are 8 and 26. The block contributes $0.027138/0.02=1.357$ of $M^{(2)}=1.379$, and $4.469\times10^{-3}/0.02^2-0.01407/0.02=11.17-0.70=10.47$ of $M^{(3)}=10.49\,E_h$. At $\eta=10^{-3}\,E_h$, (\ref{im}) gives $2234.5-6.5=+2228\,E_h$, the printed value, while ADC(3) gives $-7.2\times10^{-4}$ and the exact function $-1.24\times10^{-2}\,E_h$; the three signs are tested.

ADC(3) removes the spurious singularity without being accurate there: at $x=0.02\,E_h$ it gives $-0.054\,E_h$ against the exact $+0.107\,E_h$. The imaginary parts point to the reason. By (\ref{exact}), $-\mathrm{Im}\,M_{nn}/\eta=\sum_\mu m_{\mu n}^2/|\omega-\Omega_\mu|^2$, which is $12.4$ for the exact function, of which the two tabulated poles supply $0.0084/0.263^2+0.00045/0.477^2\approx0.12$; for ADC(3) the sum is $0.72$. Nearly all of the remainder, $11.9$, comes from a single exact pole at $-1.105\,E_h$ with residue $4.1\times10^{-3}\,E_h^2$, which the program does not print. The same pole contributes $0.0041/0.0396\approx0.104\,E_h$ to the exact value at $x=0.02\,E_h$. Its eigenvector of $D$ has weight $0.75$ on 2h1p and $0.24$ on 3h2p configurations, so it is mainly a 2h1p satellite. ADC(3) has no pole of comparable residue so close to this frequency, as its small sum shows.

Near the main line, at $\omega=-0.35401\,E_h$, $x=0.731\,E_h$ and the ratios are $0.22$ and $0.72$, inside the range of (\ref{geo}). There $M^{(2)}=0.0410$, $M^{(2)}+M^{(3)}=0.0410-0.0062=0.0348$, ADC(3) gives $0.0362$ and the exact value is $0.0291\,E_h$. The truncated sum, in error by $0.0057\,E_h$, is slightly closer than ADC(3), in error by $0.0071\,E_h$. Both errors are formally $O(\lambda^4)$, and the construction guarantees the analytic form and the leading singularities, with no promise of a smaller error far from the poles. The static part is accurate, $-0.00697$ against the exact $-0.00691\,E_h$.

The eigenvalue problem (\ref{big}) gives the ionization energy of the $n$ orbital.
\begin{center}
\begin{tabular}{lccc}
 & $E_h$ & eV & pole strength\\
Koopmans & 0.3541 & 9.64 & 1\\
ADC(2) & 0.3159 & 8.60 & 0.947\\
ADC(3) & 0.3274 & 8.91 & 0.938\\
full CI & 0.3337 & 9.08 & 0.943
\end{tabular}
\end{center}
Relative to full CI the errors are $+0.56$, $-0.48$ and $-0.17$ eV. The ADC(3) pole of $G$ lies $0.0063\,E_h$ above the exact one, so the ionization energy is too small; this shift of the pole has the sign and roughly the size of the error $+0.0071\,E_h$ in $M_{nn}$ near $\varepsilon_n$, and it is about a hundred times the error $0.00006\,E_h$ in $\Sigma_{nn}(\infty)$. In this model the main line, whose energy is exact through third order, is off by $0.17$ eV, while the two satellite poles of the self-energy, exact through first order, are off by $1.4$ and $2.5$ eV.

\section*{Calculated quantities}
\begin{verbatim}
random model: power of lam in ADC(3) error, with C 4.04, without C 3.04
H2CO geometry: r(CO) 1.21 A, r(CH) 1.1 A, angle HCH 116.0 deg
E(RHF) -112.354145 Eh, E(full CI in active space) -112.415982 Eh
active eps/Eh: a1 -0.54611, b1 -0.44656, b2 -0.35411, b1 0.28481, a1 0.62768, b2 0.74174
configurations (one spin sector): 2p1h 36, 2h1p 36
block n^-1 pi^-1 pi*: K_d -1.08549 Eh = -29.54 eV
  (i j a)=(1a 2a 3a) U1 0.10811 U2 -0.01937 C row 0.36317 -0.01879 -0.20308 Eh
  (i j a)=(1a 2b 3b) U1 -0.01524 U2 -0.00208 C row -0.01879 0.54725 0.01899 Eh
  (i j a)=(1b 2a 3b) U1 0.12336 U2 -0.01730 C row -0.20308 0.01899 0.36296 Eh
J(n,pi) 0.51907 K(n,pi) 0.01899 J(n,pi*) 0.50711 J(pi,pi*) 0.57800 Eh; quartet c 0.58503 Eh
  c 0.15999 Eh, w 2.6793e-02 Eh^2, K_d+c -0.92550 Eh
  c 0.52836 Eh, w 3.4566e-04 Eh^2, K_d+c -0.55712 Eh
  c 0.58503 Eh, w 2.2350e-33 Eh^2, K_d+c -0.50045 Eh
nearest other H0 level 0.09245 Eh away, contour radius 0.03698 Eh
order 2: coeff of (w-K_d)^-1: contour 2.713825e-02, sum w c^0 2.713825e-02 Eh^2
order 3: coeff of (w-K_d)^-2: contour 4.469087e-03, sum w c^1 4.469087e-03 Eh^3
order 4: coeff of (w-K_d)^-3: contour 7.822717e-04, sum w c^2 7.822717e-04 Eh^4
order 5: coeff of (w-K_d)^-4: contour 1.607002e-04, sum w c^3 1.607002e-04 Eh^5
order 3 simple residue: U2 part -8.3924e-03, off-block C part -5.6816e-03, contour -1.4074e-02 Eh^2
exact d(pole)/dlam at lam=0 (step 0.001): 0.15999 0.52836 0.58503 Eh
ADC(3) pole of M_nn: -0.55709 Eh = -15.16 eV, residue 4.5761e-04 Eh^2
ADC(3) pole of M_nn: -0.91470 Eh = -24.89 eV, residue 1.4681e-02 Eh^2
exact pole of M_nn: -0.60957 Eh = -16.59 eV, residue 4.4752e-04 Eh^2
exact pole of M_nn: -0.82391 Eh = -22.42 eV, residue 8.3778e-03 Eh^2
Sigma_nn(inf): third order -0.00697 Eh, exact -0.00691 Eh
w near eps_n = -0.35401: M2 0.04103 M3 -0.00619 ADC(3) 0.03618 exact 0.02910 Eh
w near K_d+0.02 = -1.06549: M2 1.37882 M3 10.48792 ADC(3) -0.05363 exact 0.10697 Eh
Im M_nn at w=-1.08649+0.001i: M2+M3 2.228e+03, ADC(3) -7.180e-04, exact -1.237e-02 Eh
HOMO ionization energy Koopmans: 0.35411 Eh = 9.636 eV, pole strength 1.0000
HOMO ionization energy ADC(2): 0.31589 Eh = 8.596 eV, pole strength 0.9472
HOMO ionization energy ADC(3): 0.32737 Eh = 8.908 eV, pole strength 0.9375
HOMO ionization energy full CI: 0.33368 Eh = 9.080 eV, pole strength 0.9433
\end{verbatim}
